# Force balance and boundary potential at a junction of two jellium metals

Two thick metals meet at the plane $z=0$. In the jellium model their ions are replaced by rigid uniform positive backgrounds, with density $n_+(z)=n_1$ for $z<0$ and $n_+(z)=n_2$ for $z>0$. One electron gas of density $n(z)$ fills both. Hartree atomic units are used in the derivation, and eV, nm and GPa in the example.

Let $v(z)$ be the electrostatic potential energy of an electron in the mean field of all electrons and the background. It is minus the electrostatic potential, so Poisson's equation reads
$$v''(z)=4\pi\,[\,n_+(z)-n(z)\,].$$
The values deep in metal 1, at the boundary plane and deep in metal 2 are $v_1$, $v_0$ and $v_2$.

For the uniform gas, $\varepsilon(n)$ is the energy per electron without the mean electrostatic energy, which vanishes in a neutral bulk. Define
$$e=n\varepsilon,\qquad \mu=\frac{de}{dn},\qquad P=n^2\frac{d\varepsilon}{dn}=n\mu-e .$$
The last equality follows from $\mu=\varepsilon+n\,d\varepsilon/dn$.

The junction is in equilibrium, uniform along the plane on average and neutral overall. Both bulks are uniform, stable and free of field.

## (a) Force on the electrons

**Find $\int n\,v'\,dz$ in terms of bulk properties, including correlation between electrons.**

Consider the electrons between two planes, one deep in each metal. In equilibrium their total momentum is constant. Per unit area, three contributions to its rate of change must cancel.

First, the mean field exerts the force $-\int n v'\,dz$.

Second, electrons carry momentum through the end planes. The flux of $z$ momentum is $\Pi=2t/3$, where $t$ is the bulk kinetic-energy density: in an isotropic gas $\langle p_z^2\rangle=\langle p^2\rangle/3$, and $p^2$ is twice the kinetic energy.

Third, there is the force due to correlation, meaning the part of the pair density not contained in the product of mean densities. Among electrons inside the region it cancels in pairs. Across each end plane a force $C$ per area remains, counted as the push to the right. We assume that correlations decay fast enough for $C$ to be a bulk quantity.

The left plane supplies rightward momentum and the right plane removes it:
$$\Pi_1+C_1-\Pi_2-C_2-\int n v'\,dz=0 .$$

To find $C$, write the correlated part of the uniform pair density as $n^2h(r)$. A pair with separation $s>0$ along $z$ straddles a given plane if its left member lies within a distance $s$ of it. This supplies a factor $s$. The $z$ component of the Coulomb force supplies $s/r^3$. Thus
$$C=n^2\int_{s>0}h(r)\frac{s^2}{r^3}\,d^3r
=\frac{n^2}{2}\cdot\frac13\int\frac{h(r)}{r}\,d^3r=\frac{u_{xc}}{3}.$$
The half comes from the half-space and the third from averaging $s^2$ over angles. Here $u_{xc}=(n^2/2)\int h/r\,d^3r$ is the interaction-energy density of the neutral uniform gas.

It remains to show that $\Pi+C=(2t+u_{xc})/3$ is the pressure defined above. Scale all lengths of a uniform sample of volume $V$ by $\lambda$. In scaled coordinates the kinetic operator carries $\lambda^{-2}$ and the Coulomb terms carry $\lambda^{-1}$. The Hellmann-Feynman theorem at $\lambda=1$ gives
$$\frac{dE}{d\lambda}=-V(2t+u_{xc}).$$
The volume changes as $dV/d\lambda=3V$, so $-dE/dV=(2t+u_{xc})/3$. At fixed electron number $N$ we also have $dn/dV=-n/V$, hence
$$-\frac{dE}{dV}=-N\frac{d\varepsilon}{dn}\left(-\frac nV\right)=n^2\frac{d\varepsilon}{dn}=P .$$
The force balance is therefore
$$\int n\,v'\,dz=P_1-P_2. \tag{1}$$

As a test of the plane-force formula, the exchange hole of the uniform gas at $r_s=2$ bohr was integrated numerically. The radius $r_s$ is defined by $4\pi r_s^3/3=1/n$. The force was 0.9998 times the exchange pressure; the integral was cut off at a finite distance.

The local-density approximation (LDA) obeys the same balance with its own bulk pressure. With $P_{xc}=n v_{xc}-n\varepsilon_{xc}$ and $v_{xc}=d(n\varepsilon_{xc})/dn$,
$$dP_{xc}=n\,dv_{xc}+v_{xc}\,dn-d(n\varepsilon_{xc})=n\,dv_{xc},$$
so the local exchange-correlation force integrates to a difference of bulk values.

## (b) The sum rule

**Eliminate the unknown density profile from equation (1).**

Poisson's equation gives $n=n_+-v''/4\pi$. Then
$$\int n v'\,dz=\int n_+v'\,dz-\frac1{4\pi}\int v''v'\,dz
=\int n_+v'\,dz-\left[\frac{(v')^2}{8\pi}\right]_{\rm left}^{\rm right}.$$
The bracket vanishes because neither bulk contains a field. The background is constant on each side, so the remaining integral needs potential differences alone:
$$\int n_+v'\,dz=n_1(v_0-v_1)+n_2(v_2-v_0).$$
With (1),
$$\boxed{\,n_1(v_0-v_1)+n_2(v_2-v_0)=P_1-P_2\,} \tag{2}$$

The left side is the force per area that the electrostatic field exerts on the two backgrounds, since their charge is opposite to that of the electrons. It equals the difference of electron pressures. If fields of different strength remained at the two end planes, the bracket would survive and (2) would fail in this form.

## (c) The boundary potential

**Use electronic equilibrium to determine both potential steps. What happens when the two densities are nearly equal?**

The two metals share one electrochemical potential,
$$\bar\mu=v_1+\mu_1=v_2+\mu_2,\qquad\text{so}\qquad v_2-v_1=\mu_1-\mu_2 .$$
In (2) write $v_2-v_0=(v_2-v_1)-(v_0-v_1)$:
$$(n_1-n_2)(v_0-v_1)=P_1-P_2-n_2(\mu_1-\mu_2).$$
Insert $P_i=n_i\mu_i-e_i$. The terms in $\mu_2$ cancel, leaving
$$(n_1-n_2)(v_0-v_1)=(n_1-n_2)\mu_1-(e_1-e_2).$$
For $n_1\ne n_2$,
$$v_0-v_1=\mu_1-\frac{e_1-e_2}{n_1-n_2},\qquad
v_0=\bar\mu-\frac{e_1-e_2}{n_1-n_2}. \tag{3}$$
Two bulk energies thus fix the potential at the plane, although the density profile there is unknown.

For a weak step put $n_2=n_1+\eta$ and expand $e_2=e_1+\mu_1\eta+\tfrac12\mu_1'\eta^2+\dots$, where $\mu_1'=d\mu/dn$ at $n_1$. Then
$$v_0-v_1=-\tfrac12\mu_1'\eta+O(\eta^2),\qquad v_2-v_1=-\mu_1'\eta+O(\eta^2).$$
For $\mu_1'\neq0$ the plane lies, to leading order, halfway up the potential step, and both differences vanish for equal metals. Where $\mu_1'$ is close to zero the next order takes over. In the LDA $\mu'$ vanishes at $r_s=5.25$ bohr, and there the plane lies about one third of the way up a very small step.

## (d) A second derivation by moving the boundary

**Displace the boundary by a small distance $\delta$ towards metal 2, and obtain (3) from the energy without using forces on electrons.**

Keep the far ends of the sample fixed and treat them as mirror planes. The displacement adds background charge $(n_1-n_2)\delta$ per area near $z=0$. Equally many electrons are added to keep the sample neutral.

By the Hellmann-Feynman theorem, the first-order energy change from the background is its added charge times the electrostatic potential $-v_0$. The electrons enter at $\bar\mu$. Hence
$$\frac{dE}{d\delta}=(n_1-n_2)(\bar\mu-v_0).$$
Only the value at the plane matters to first order, because $v$ is continuous. A shift of the zero of energy cancels between $\bar\mu$ and $v_0$.

The final state is the same junction in a new place, with a layer of bulk 2 replaced by bulk 1. Its energy has therefore changed at the rate $e_1-e_2$. Equating the two expressions gives
$$e_1-e_2=(n_1-n_2)(\bar\mu-v_0),$$
which is (3). At electron temperature $T$ the argument holds with $e$ replaced by the free-energy density $f$.

## (e) The free surface

**Recover the surface rule for $n_2=0$. Does the whole potential profile approach that of a surface as $n_2\to0$?**

At a free surface $v(\infty)-v_0$ is finite and is multiplied by zero background density. The vacuum has no pressure. Equation (2) reduces to the Budd-Vannimenus rule
$$v_0-v_1=\frac{P_1}{n_1}=n_1\frac{d\varepsilon}{dn}\bigg|_{n_1}. \tag{4}$$

Equation (3) has the same limit: as $n_2$ and $e_2$ tend to zero, $v_0-v_1\to\mu_1-\varepsilon_1=P_1/n_1$. The far potential behaves differently. In the LDA $\mu_2\to0$, so $v_2-v_1\to\mu_1$. At a true surface with work function $W$, the vacuum level lies at $\bar\mu+W$, so the full step is $\mu_1+W$. In the bulk formulas, the boundary potential therefore tends to its value at a true surface as $n_2\to0$, while the far potential does not.

For metal 1 with $r_s=2$ bohr, the LDA bulk formulas at $T=0$ give the following as $r_s$ of metal 2 grows.

| $r_s$ of metal 2 (bohr) | $v_0-v_1$ (eV) | $v_2-v_1$ (eV) |
|---|---|---|
| 8 | 2.723 | 4.812 |
| 20 | 2.749 | 3.911 |
| 100 | 2.750 | 3.088 |

The limits are $P_1/n_1=2.750$ eV and $\mu_1=2.815$ eV. A self-consistent Kohn-Sham surface, computed in the LDA at an electron temperature of 3158 K, has $W=3.84$ eV and a vacuum step of 6.65 eV. These two values depend on the temperature: at half of it, $W$ is about 0.04 eV and the step about 0.03 eV lower. Its value $v_0-v_1=2.760$ eV agrees with $P_1/n_1$ at that temperature.

The sum rule assumes that metal 2 settles into a uniform bulk. This needs care in the three rows above, where $\mu'<0$. Local equilibrium, $\delta n=-\delta v/\mu'$, would turn Poisson's equation into $\delta v''=4\pi\,\delta v/\mu'$, whose solutions oscillate instead of decaying. But this estimate ignores the extra kinetic energy that short density waves cost. In the LDA, a weak density wave of wave number $q$ raises the energy of the uniform gas if
$$\frac{4\pi}{q^2}+\frac{dv_{xc}}{dn}+\frac{1}{|\chi_0(q)|}>0,$$
where $\chi_0(q)$ is the static density response of noninteracting electrons. At $T=0$ this holds for every $q$ at $r_s=8$ and $20$ bohr, but fails for some $q$ at $100$ bohr. The last row is therefore only a formal continuation of the bulk formulas.

## (f) A dense and a dilute metal

**Evaluate the steps for $r_s=2$ and $4$ bohr, and verify the sum rule.**

These round values are roughly the valence densities of aluminium and sodium, which touch where an aluminium current collector carries sodium metal. The steps are sensitive to the rounding: at the actual densities, $r_s=2.07$ and $3.93$ bohr, the same formulas give $v_2-v_1=4.30$ eV, $v_0-v_1=2.16$ eV and $P_1=72$ GPa. All LDA numbers in this text use the Perdew-Wang correlation fit; the Perdew-Zunger and VWN fits shift $\varepsilon$ and $\mu$ by up to 9 meV and the steps by up to 5 meV. The LDA bulk data at $T=0$ are

| Quantity | Metal 1 | Metal 2 |
|---|---|---|
| $n$ (nm$^{-3}$) | 201.38 | 25.17 |
| $\varepsilon$ (eV) | 0.0652 | −2.1048 |
| $\mu$ (eV) | 2.8153 | −2.0444 |
| $P$ (GPa) | 88.731 | 0.243 |

The full step is
$$v_2-v_1=2.8153-(-2.0444)=4.860\ \text{eV}.$$
The energy densities are $e_1=201.38\times0.0652=13.13$ and $e_2=25.17\times(-2.1048)=-52.98$ eV/nm$^3$. Equation (3) gives
$$v_0-v_1=2.8153-\frac{13.13+52.98}{201.38-25.17}=2.8153-0.3752=2.440\ \text{eV}$$
(0.0897 hartree), and the rest of the step is $v_2-v_0=2.420$ eV.

The left side of (2) is
$$201.38\times2.4401+25.17\times2.4196=552.3\ \text{eV/nm}^3=88.49\ \text{GPa},$$
using $1\ \text{eV/nm}^3=0.1602$ GPa. This equals $P_1-P_2$. It confirms the arithmetic, but (3) was derived from (2), so it is not independent evidence.

The Kohn-Sham calculation provides that evidence. Alternating layers, each with a half-thickness of 2.65 nm, were solved at 3158 K, a temperature chosen to damp density oscillations. The potentials gave $v_0-v_1=2.4436$ and $v_2-v_1=4.8745$ eV, the same to these digits as the finite-temperature bulk formulas. The left side of (2) was 88.645 GPa, against a pressure difference of 88.646 GPa. When the boundary was moved by 2 bohr each way, the total free energy per area changed with displacement at a rate of 10.356 GPa, equal to $f_1-f_2$ to the digits shown, as part (d) requires. The numerical output lists these values.

The plane lies almost halfway up the step. The weak-step expansion does not explain this, since the densities differ by a factor of eight; for this pair it is a numerical result of (3).

The step also measures charge transfer. Integration by parts gives $\int z v''\,dz=-(v_2-v_1)$, because $zv'$ vanishes at both ends. Poisson's equation then yields
$$v_2-v_1=4\pi\int z\,(n-n_+)\,dz .$$
The areal dipole, counted in electron number, is 0.269 nm$^{-1}$, or $0.269\,e$ nm per nm$^2$ in magnitude. Its positive sign means that electrons are displaced towards the dilute metal.

## (g) A gap and a lattice

**How does the sum rule change if the backgrounds are separated by an empty gap $d$, or if the ions add a constant potential energy $D_i$ inside each metal?**

With a gap between $z=0$ and $z=d$, (1) still holds, but the background integral skips the gap:
$$n_1[v(0)-v_1]+n_2[v_2-v(d)]=P_1-P_2 .$$
There are now two edge potentials, and bulk data no longer determine them separately. For $d=0.05$ nm at 3158 K, the Kohn-Sham result is $v(0)-v_1=2.751$ and $v(d)-v_1=4.901$ eV. The left side remains 88.646 GPa. The potential at the edge of metal 1 is 0.31 eV above its value without the gap.

With the lattice terms, electrons feel an extra force at the plane, where the added potential jumps by $D_2-D_1$. Its contribution to the balance is the local density times this jump:
$$n_1(v_0-v_1)+n_2(v_2-v_0)+n(0)(D_2-D_1)=P_1-P_2 .$$
Equilibrium becomes $v_2-v_1=\mu_1+D_1-\mu_2-D_2$. The interface density $n(0)$ has entered, so bulk data no longer suffice for $v_0$.

To size this effect, take the stabilized-jellium choice $D_i=-P_i/n_i$. In that model a lattice energy $w(n)$ per electron produces $D=n\,dw/dn$, and zero total pressure requires $n^2(d\varepsilon/dn+dw/dn)=0$. At 3158 K, $D_1=-2.760$ and $D_2=-0.099$ eV. The self-consistent solution has $n(0)=107.7$ nm$^{-3}$, $v_0-v_1=1.197$ eV and $v_2-v_1=2.213$ eV. The three terms on the left are then
$$201.38\times1.197+25.17\times1.016+107.7\times2.661=553\ \text{eV/nm}^3,$$
or 88.6 GPa, which again matches the pressure difference.

At the same densities and temperature, the lattice terms thus reduce the step in $v$, and with it the charge-transfer dipole, by more than half. The step in the whole potential energy $v+D$ stays at $\mu_1-\mu_2=4.87$ eV, because equilibrium fixes it. For a real aluminium-sodium contact, then, plain jellium does not give a usable estimate of the interface dipole. Neither step is the difference of the two work functions, which also contains the surface dipoles. The 89 GPa is the pressure of the electron gas alone; in a metal at rest the ionic forces balance it. All finite-temperature values here keep the exchange-correlation functional in its zero-temperature form. Within that approximation, warming from zero to 300 K at fixed densities changes $v_0-v_1$ by 0.03 meV and $v_2-v_1$ by 0.13 meV. The omitted thermal exchange and correlation terms can be of similar size, so these figures show only that the effect is negligible here, not its exact value or sign. Oxide on the aluminium, crystal orientation, intermixing and the error of the LDA are not included, and their effects have not been sized.

## Table of computed values

```
BULK, T = 0 (metal 1: rs = 2 bohr, metal 2: rs = 4 bohr)
n1: 201.38 nm^-3
energy per electron 1: 0.0652 eV
mu1: 2.8153 eV
P1: 88.731 GPa
P1/n1: 2.7501 eV
n2: 25.17 nm^-3
energy per electron 2: -2.1048 eV
mu2: -2.0444 eV
P2: 0.243 GPa
P2/n2: 0.0603 eV
SUM RULE, T = 0, from bulk data
v2-v1: 4.8597 eV
v0-v1: 2.4401 eV
v0-v1: 0.08967 hartree
v2-v0: 2.4196 eV
areal dipole (v2-v1)/4pi: 0.26857 e/nm
KOHN-SHAM LAYERS
electron temperature: 3158 K
half-thickness of each layer: 2.646 nm
v2-v1 Kohn-Sham: 4.8745 eV
v2-v1 bulk data: 4.8745 eV
v0-v1 Kohn-Sham: 2.4436 eV
v0-v1 bulk data: 2.4436 eV
left side of sum rule: 88.645 GPa
P1-P2: 88.646 GPa
displacement work per volume: 10.356 GPa
f1-f2: 10.356 GPa
exchange plane force / pressure: 0.99979 (ratio)
SURFACE OF METAL 1
v0-v1 Kohn-Sham: 2.7598 eV
P1/n1 same temperature: 2.7598 eV
work function: 3.837 eV
vacuum step v(vac)-v1: 6.648 eV
rs2=8: v0-v1 2.7225 eV, v2-v1 4.8124 eV
rs2=20: v0-v1 2.7492 eV, v2-v1 3.9109 eV
rs2=100: v0-v1 2.7501 eV, v2-v1 3.0882 eV
NEGLECTED EFFECTS
lattice potential D1: -2.760 eV
lattice potential D2: -0.099 eV
n(0) with lattice: 107.74 nm^-3
v0-v1 with lattice: 1.197 eV
v2-v1 with lattice: 2.213 eV
gap width: 0.050 nm
v(0)-v1 with gap: 2.751 eV
v(d)-v1 with gap: 4.901 eV
left side of sum rule with gap: 88.646 GPa
300 K change of v0-v1: 0.0313 meV
300 K change of v2-v1: 0.1316 meV
```
